# Inertia, Entrance Loss and the Initial Speed of Capillary Filling

**Result.** A wetting liquid enters a horizontal tube of radius $r$ from a large reservoir. If wall friction in the tube is the sole resistance, the speed diverges as the filled length $x$ goes to zero. With the inertia of the liquid included, the limiting speed is finite:

$$v_0=\sqrt{\frac{4\gamma\cos\theta}{(1+K)\rho r}} .$$

Here $\gamma$ is the surface tension, $\theta<90^\circ$ the contact angle, $\rho$ the density, and $K\rho v^2/2$ the pressure lost by dissipation at the entrance. The value

$$V=\sqrt{\frac{2\gamma\cos\theta}{\rho r}}$$

belongs to $K=1$. The momentum balance that gives it contains an entrance loss of $\rho v^2/2$. An entrance without loss, $K=0$, gives $\sqrt2\,V$.

This "initial" speed belongs to a column already longer than the entrance region but still too short for friction to matter. In a nanometre pore no such interval exists. SI-based units are used throughout.

## 1. Drive and friction: the origin of the infinity

The reservoir and the gas ahead of the liquid are at pressure $p_0$. The meniscus is taken as a spherical cap with fixed $\theta$, so the liquid just behind it is at $p_0-\Delta p$, with $\Delta p=2\gamma\cos\theta/r$.

For developed laminar flow under a pressure gradient of magnitude $G$, consider a coaxial liquid cylinder of radius $s$ and unit length. The pressure force $\pi s^2G$ balances the viscous force $-2\pi s\mu\,du/ds$, where $\mu$ is the viscosity. With $u(r)=0$,

$$u=\frac{G(r^2-s^2)}{4\mu},\qquad v=\frac{2}{r^2}\int_0^r u\,s\,ds=\frac{Gr^2}{8\mu}.$$

A column of length $x$ therefore needs the pressure $8\mu xv/r^2$. Define

$$a=\frac{8\mu}{\rho r^2},\qquad b=\frac{\Delta p}{\rho}=\frac{2\gamma\cos\theta}{\rho r}=V^2 .$$

Without inertia, drive equals friction, $axv=b$. Since $xv=\tfrac12\,d(x^2)/dt$, integration from $x=0$ gives the Washburn law:

$$x^2=\frac{2b}{a}t,\qquad v=\sqrt{\frac{b}{2at}} .$$

The drive stays finite while the resistance vanishes with $x$. That is why the speed diverges.

## 2. Column inertia and the inlet pressure

Take the liquid between a plane just inside the inlet and the meniscus. Its cross-section is $A=\pi r^2$ and its momentum $\rho Axv$. Momentum enters through the inlet plane at the rate $\rho Av^2$ if the profile is flat, and none leaves through the moving meniscus. Hence

$$\frac{d}{dt}(\rho Axv)=\rho Av^2+A\,[p_{\rm in}-(p_0-\Delta p)]-\frac{8\mu Axv}{r^2}.$$

The left side is $\rho A(v^2+x\,dv/dt)$, so the two terms $\rho Av^2$ cancel. The inlet pressure is below $p_0$ because the liquid has been accelerated from rest and has lost some energy. For quasi-steady reservoir flow,

$$p_{\rm in}=p_0-(1+K)\frac{\rho v^2}{2}.$$

Inserting this and dividing by $\rho A$ gives

$$x\frac{dv}{dt}+\frac{1+K}{2}v^2+axv=b. \qquad (1)$$

**How the limit is reached.** Switch off friction and start a short column $x_0$ from rest. Put $w=v^2$; then $dv/dt=v\,dv/dx=\tfrac12\,dw/dx$. Multiplying equation (1) by $2x^K$ gives

$$\frac{d}{dx}\left(x^{1+K}w\right)=2bx^K .$$

Integration from $x_0$, where $w=0$, yields

$$v^2=\frac{2b}{1+K}\left[1-\left(\frac{x_0}{x}\right)^{1+K}\right]. \qquad (2)$$

Once $x\gg x_0$, the speed is $v_0=\sqrt{2b/(1+K)}$. The jump to finite speed at $x=0$ is the limit $x_0\to0$ of this smooth start.

**The first effect of friction.** Insert $v=v_0-cx$ in equation (1), again with $dv/dt=v\,dv/dx$. The terms linear in $x$ are

$$-cv_0-(1+K)cv_0+av_0=0,$$

so $c=a/(2+K)$. Poiseuille friction lowers the speed in proportion to $x$ and leaves the limit unchanged. Section 4 considers the larger drag of a profile that has not yet developed.

## 3. Entrance loss: which finite speed?

For $K=1$, the first two terms of equation (1) combine into $d(xv)/dt$:

$$\frac{d(xv)}{dt}+a(xv)=b .$$

This is the Bosanquet equation. With $xv=0$ at $t=0$, its solution is $xv=(b/a)(1-e^{-at})$. A second integration gives

$$x^2=\frac{2b}{a}\left[t-\frac{1-e^{-at}}{a}\right]. \qquad (3)$$

For $at\ll1$ the bracket is $at^2/2-a^2t^3/6+\dots$, so $x\simeq\sqrt b\,t=Vt$. For $at\gg1$ the bracket is $t-1/a$: the Washburn law returns with a delay $1/a$.

The energy balance shows what $K=1$ means. Multiply equation (1) by $v$ and use $xv\,dv/dt+v^3/2=\frac{d}{dt}(xv^2/2)$:

$$\frac{d}{dt}\left(\frac{xv^2}{2}\right)+\frac K2v^3+axv^2=bv .$$

In order, the terms are the growth of kinetic energy, entrance loss, wall friction and capillary work, each per unit $\rho A$. This reading holds for a nearly flat profile, as in the early stage; a parabolic profile of the same mean speed carries one third more kinetic energy. At the limiting speed the entrance takes the fraction $Kv_0^2/(2b)=K/(1+K)$ of the work. For $K=1$ this is one half.

A thin-walled tube reaching far into the reservoir is a geometry with $K=1$. The entering liquid contracts to a jet of area $CA$, speed $U$ and pressure $p_j$. Bernoulli's law gives $p_0-p_j=\rho U^2/2$. The momentum balance, with no other axial wall force, gives $(p_0-p_j)A=\rho CAU^2$. Hence $C=1/2$ and, after the jet has spread over the tube, $v=U/2$. Momentum conservation during spreading gives

$$p_{\rm in}-p_j=\rho CU^2-\rho v^2=2\rho v^2-\rho v^2=\rho v^2 .$$

Since $p_0-p_j=2\rho v^2$, the total drop is $p_0-p_{\rm in}=\rho v^2$, which means $K=1$. The column must be long enough to hold the jet and its mixing region.

A well-rounded inlet approaches $K=0$. A sharp inlet flush with a wall has roughly $K=0.5$ in steady flow at high Reynolds number, which would give $1.15\,V$.

## 4. The young wall layer

Poiseuille friction presumes a developed profile, whereas fresh liquid enters with a nearly flat one. Let $\nu=\mu/\rho$. As an estimate, let a thin layer grow by diffusion alone, ignoring how the flow along the wall distorts it. At time $t'$ after entry it has the profile $v\,\mathrm{erf}[y/(2\sqrt{\nu t'})]$ at distance $y$ from the wall, and the wall stress is $\mu v/\sqrt{\pi\nu t'}$. Liquid of age between $t'$ and $t'+dt'$ covers a length $v\,dt'$, so the drag is

$$F=2\pi r\int_0^t\frac{\mu v^2\,dt'}{\sqrt{\pi\nu t'}}
=4\pi r\mu v^2\sqrt{\frac{t}{\pi\nu}} .$$

For $K=1$, $v^2=b$ and the driving force is $\pi r^2\rho b$. The ratio is

$$\frac{F}{\pi r^2\Delta p}=\frac{4}{\sqrt\pi}\frac{\sqrt{\nu t}}{r} .$$

For other $K$ it is multiplied by $2/(1+K)$. This drag exceeds the Poiseuille value early on, but it too vanishes as $t\to0$. The limiting speed survives, and the decline from it begins sooner than equation (3) says.

## 5. The reservoir: why the true start is from rest

Liquid outside the inlet must also be accelerated and sheared. Both effects can be written as extra column lengths.

**Inertia.** Let liquid pass at uniform speed $v$ through a disk in a plane wall. In potential flow, an element $dA'$ of the disk at distance $d$ contributes $v\,dA'/(2\pi d)$ to the potential. The mean pressure needed for acceleration is $\rho\ell_i\,dv/dt$, where $\ell_i$ is the disk average of $\int dA'/(2\pi d)$. In polar coordinates about a point at radius $s$, the integral of $dA'/d$ is the distance to the edge, $-s\cos\psi+\sqrt{r^2-s^2\sin^2\psi}$, integrated over all $\psi$. The cosine drops out. With $k=s/r$,

$$\ell_i=\frac{4r}{\pi}\int_0^{\pi/2}\!d\psi\int_0^1 k\sqrt{1-k^2\sin^2\psi}\,dk .$$

The inner integral is $(1-\cos^3\psi)/(3\sin^2\psi)=\frac13[\cos\psi+1/(1+\cos\psi)]$. Its integral over $\psi$ is $\frac13(1+1)$, so $\ell_i=8r/(3\pi)=0.849\,r$.

**Viscosity.** Creeping flow is reversible, so consider outflow into the half-space $z>0$. For harmonic $\phi$, the field $\mathbf u=\phi\,\mathbf e_z-z\nabla\phi$ has zero divergence and satisfies the Stokes equation with $p=p_0-2\mu\,\partial_z\phi$. At $z=0$ it is purely axial and equals $\phi$. With $z=r\lambda\zeta$ and $s^2=r^2(1+\lambda^2)(1-\zeta^2)$, the harmonic function

$$\phi=Br\,\zeta\,(1-\lambda\,\mathrm{arccot}\,\lambda)$$

vanishes on the wall ($\zeta=0$) and equals $B\sqrt{r^2-s^2}$ on the disk ($\lambda=0$). There $\partial_z=(r\zeta)^{-1}\partial_\lambda$, so $\partial_z\phi=-\pi B/2$ and the excess pressure is uniform, $\pi\mu B$. The mean speed is $v=2Br/3$. The entrance therefore costs

$$\Delta p_e=\frac{3\pi\mu v}{2r}=\frac{8\mu\ell_v v}{r^2},\qquad
\ell_v=\frac{3\pi r}{16}=0.589\,r .$$

If this were the sole resistance, the speed would be

$$v_c=\frac{2r\Delta p}{3\pi\mu}=\frac{4\gamma\cos\theta}{3\pi\mu},$$

which is independent of $r$. Viscous flow in the reservoir thus removes the infinity even without inertia.

An estimate joining these limits is

$$(x+\ell_i)\frac{dv}{dt}+\frac{1+K}{2}v^2+a(x+\ell_v)v=b,\qquad x(0)=v(0)=0. \quad (4)$$

It is not a solution of the free-surface flow during the first radius of filling. It also uses the lengths of an opening in a plane wall for every $K$. The thin-walled tube of Section 3 has a shorter inertial length, about $0.61\,r$, which raises the $K=1$ peak of the wide tube below by about 1%. It does show that the speed rises from zero to a peak.

## 6. Weighing the contributions

Friction becomes important at $x\sim V/a$. In units of the radius,

$$\frac{V}{ar}=\frac{\rho rV}{8\mu}=\frac{\mathrm{Re}}8,\qquad
\mathrm{Re}=\frac{\sqrt{2\rho\gamma r\cos\theta}}{\mu}.$$

A plateau near $v_0$ needs $r\ll x\ll V/a$, hence at least $\mathrm{Re}\gg8$. The young wall layer tightens this condition: for $K=1$ it takes the fraction $4/\sqrt{\pi\,\mathrm{Re}}$ of the drive at $x=r$, still 7% at $\mathrm{Re}=1000$.

Take rough values for water at room temperature: $\rho=1000$ kg/m³, $\mu=1.0$ mPa s, $\gamma=72$ mN/m. Let $\theta=60^\circ$, an assumed angle for a dielectric surface made hydrophilic by plasma damage. Then $\mathrm{Re}=8$ at $r\approx0.9$ µm, and a plateau needs a much wider tube. With liquid and angle fixed, equation (4) gives the values below. In the pore and the via the peak falls within the first radius of filling, so these speeds only indicate the scale; their digits serve to compare the two values of $K$ within the model.

| Radius | $V$ (m/s) | Re | Peak, $K=0$ (m/s) | Peak, $K=1$ (m/s) |
|---|---:|---:|---:|---:|
| 1 nm pore | 268 | 0.27 | 14.9 | 14.9 |
| 50 nm via | 37.9 | 1.9 | 11.4 | 11.0 |
| 200 µm tube | 0.600 | 120 | 0.69 | 0.54 |

**Wide tube.** Here $b=2(0.072)(0.5)/(1000\times2\times10^{-4})=0.36$ m²/s², so $V=0.60$ m/s, and $1/a=5.0$ ms. For $K=1$ the peak is 91% of the limit. For $K=0$ the limit is $\sqrt2\times0.600=0.849$ m/s, and the peak reaches 82% of it.

Equation (2), with $x_0\to\ell_i$ and $x\to x+\ell_i$, separates the causes. At the peak positions, $x=2.37r$ for $K=1$ and $3.70r$ for $K=0$, reservoir inertia alone would allow 96% and 90% of the limits. The rest of the shortfall is due to viscosity. The lossless case approaches its limit more slowly because the exponent $1+K$ is smaller.

Equation (3), which leaves out the reservoir corrections, compares with the Washburn law at equal times as follows:

| $t$ (ms) | $x$ (mm) | $v$ (m/s) | Washburn $v$ (m/s) |
|---:|---:|---:|---:|
| 0.1 | 0.060 | 0.596 | 3.00 |
| 1.0 | 0.581 | 0.562 | 0.949 |
| 5.0 | 2.57 | 0.442 | 0.424 |
| 20 | 7.37 | 0.240 | 0.212 |

In the last two rows equation (3) makes the liquid with inertia the faster one: its column is shorter at that time and meets less friction. At 5 ms the lead is only 4%, and the extra drag of a developing profile can reverse it; at 20 ms the order is safe. The first row has $x<r$ and lies outside the range where equation (3) can be trusted.

At $x=r$ the young-layer estimate takes 21% of the drive, against 7% for Poiseuille friction, so the early speeds in the table are somewhat high. The peaks from equation (4) are affected too: if the larger of the two drags is used at each moment, they fall from 0.54 to about 0.51 m/s for $K=1$ and from 0.69 to about 0.62 m/s for $K=0$. For a tube 10 mm long, the steady drag of the displaced air is at most about 6% of the drive at speed $V$. Just after the start, the inertia of this air brings its total resistance to roughly 9%. The hydrostatic difference across the bore is about 1%.

**Nanopore.** The creeping limit is $v_c=15.3$ m/s, and the peak lies 2% below it for either $K$. Viscous entrance flow sets this scale; $V$ is 18 times larger and is never approached. In the via, the peak is 29–30% of $V$, and changing $K$ from 0 to 1 lowers it by 3%.

For a straight 1 nm pore through a 100 nm film, the Washburn filling time is $aL^2/(2b)\approx0.56$ µs. For $K=1$, column inertia adds $1/a=0.125$ ps. The viscous entrance adds $a\ell_vL/b$, a fraction $2\ell_v/L=1.2\%$, or about 6.5 ns. Inertia can be dropped from this filling time.

## 7. Comparison with a real dielectric

Porous organosilicate films have pores of roughly nanometre size, so the 1 nm radius is a reasonable scale. Their pores form irregular networks, however, and moisture can also enter as vapour, which this model does not treat. A path longer than the film thickness by a factor $q$ multiplies the Washburn time by $q^2$.

Continuum flow is a doubtful assumption at this size. A water molecule, about 0.3 nm across, spans 30% of the radius. Suppose the entering liquid leaves one such layer stuck to the wall while the capillary pressure stays the same. At a given filled length the flow rate falls to $0.7^4=0.24$ of its former value. The volume to be supplied, layer included, is unchanged, so filling takes about four times as long.

The fixed contact angle is a further limit, and not only in the pore. At the peak speeds for $K=1$ the capillary number $\mu v/\gamma$ is 0.21 in the pore, 0.15 in the via and 0.008 in the wide tube. An advancing meniscus has a larger angle than a static one, which lowers both $V$ and $v_c$. A hydrodynamic estimate of the moving angle (Cox's theory with a cutoff length near 1 nm) gives about 70° in the wide tube and lowers its $K=1$ peak from 0.54 to about 0.45 m/s. In the via the same estimate lowers the peak from 11 to roughly 3–4 m/s, depending on the cutoff length chosen (0.5 to 2 nm). The speeds in the tables are therefore those of an ideal liquid with a constant angle. Sound at about 1.5 km/s needs 0.7 ps to cross 1 nm, longer than the relaxation time of 0.125 ps, so an incompressible description of the inertial start fails there.

Trapped gas matters more in a blind via. Atmospheric pressure is 7% of the via's capillary pressure of 1.44 MPa. If the air is compressed isothermally and none dissolves or escapes, filling stops with $0.0704/1.0704=6.6\%$ of the volume still gas. For comparison, the capillary pressure is 72 MPa in the pore and 360 Pa in the wide tube.

## Values computed for the example and the checks

```
Water: density 1000 kg/m3, viscosity 1.0 mPa s
Surface tension 72 mN/m, angle 60 deg
K=0.0: limiting speed/V 1.4142, entrance work loss 0.0 %
K=0.5: limiting speed/V 1.1547, entrance work loss 33.3 %
K=1.0: limiting speed/V 1.0000, entrance work loss 50.0 %
Re-entrant tube: contraction 0.50, K 1.0
Entrance lengths/r: inertial 0.849, viscous 0.589
Creeping entrance speed limit 15.28 m/s
low-k pore: radius 1 nm, V 268.328 m/s, Re 0.268
  relaxation time 1/a 0.1250 ps, V/(a r) 0.034
  K=0 peak 14.949 m/s, peak/V 0.056, at x/r 0.012
  K=1 peak 14.926 m/s, peak/V 0.056, at x/r 0.012
  capillary number at V 3.7268, V/sound speed 0.18130
via: radius 50 nm, V 37.947 m/s, Re 1.897
  relaxation time 1/a 0.3125 ns, V/(a r) 0.237
  K=0 peak 11.370 m/s, peak/V 0.300, at x/r 0.167
  K=1 peak 11.014 m/s, peak/V 0.290, at x/r 0.160
  capillary number at V 0.5270, V/sound speed 0.02564
test tube: radius 200 um, V 0.600 m/s, Re 120.000
  relaxation time 1/a 5.0000 ms, V/(a r) 15.000
  K=0 peak 0.694 m/s, peak/V 1.156, at x/r 3.699
  K=1 peak 0.544 m/s, peak/V 0.906, at x/r 2.365
  capillary number at V 0.0083, V/sound speed 0.00041
Radius where Re=8: 889 nm
Test tube, K=1: time ms | length mm | speed m/s | Washburn m/s
  0.1 | 0.0598 | 0.5960 | 3.0000
  1.0 | 0.5806 | 0.5619 | 0.9487
  5.0 | 2.5733 | 0.4422 | 0.4243
  20.0 | 7.3709 | 0.2397 | 0.2121
Washburn speed equals V at 2.50 ms in test tube
Low-k film 100 nm: Washburn fill 555.6 ns, inertial delay 0.1250 ps
Capillary pressure: pore 72.0 MPa, via 1.44 MPa, tube 360 Pa
One atmosphere/capillary pressure: pore 0.0014, via 0.0704
Rough sound speed 1480 m/s; molecule 0.3 nm
Molecule/radius in pore 0.30
Test tube length 10 mm, air viscosity 18 uPa s
Test tube: gravity/drive 0.0109, air drag/drive 0.0600
At x=r in tube: young-layer drag/drive 0.206, Poiseuille drag/drive 0.067
```
